# The Parsons volcano for hydrogen exchange with Langmuir coverage: a numerical check

```python
"""Hydrogen-exchange volcano with Langmuir coverage.

Result under test: with barrier slopes of 1/2 and metal-independent intrinsic
barriers, the exchange rates of the Volmer, Heyrovsky and Tafel steps, and the
overall exchange current density
    i_ex = 4 [V H + T (V + H)] / (V + H + 4 T),
peak where the adsorption free energy dG of (1/2 H2 + site -> H*) is zero.

V, H, T : exchange rates of the three steps, as current densities (mA/cm2)
dG      : adsorption free energy (eV), without configurational entropy
u       : cathodic drive, -e*overpotential/(kB*temperature)
cov,vac : fractions of covered and of empty sites
slopes  : change of each forward barrier per change of reaction free energy
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import comb, expit

temperature = 298.15
kT = const.k * temperature / const.e
site_density = 1.5e15
barriers = np.array([0.70, 0.75, 0.70])
attempt_current = 1e3 * const.e * site_density * const.k * temperature / const.h
prefactors = attempt_current * np.exp(-barriers / kT)
half = (0.5, 0.5, 0.5)
unit = np.ones(3)


def lattice_coverage(dG, sites=12):
    """Mean covered and empty fractions by summing over all occupations."""
    n = np.arange(sites + 1)
    weight = comb(sites, n) * np.exp(-n * dG / kT)
    total = sites * weight.sum()
    return (n * weight).sum() / total, ((sites - n) * weight).sum() / total


def step_rates(dG, u, cov, vac, k, slopes, gas=1.0):
    """Forward and backward rates from the barriers; gas = H2 activity."""
    g = dG / kT
    work = np.array([g - u, -g - u, -2 * g])
    a = np.array(slopes)
    start = np.array([vac, cov, cov**2])
    end = np.array([cov, vac * gas, vac**2 * gas])
    return k * start * np.exp(-a * work), k * end * np.exp((1 - a) * work)


def steady_current(dG, u, k, slopes=half, gas=1.0):
    """Full nonlinear steady state, solved for the logit of the coverage."""
    def net(y):
        forward, backward = step_rates(dG, u, expit(y), expit(-y), k, slopes, gas)
        return forward - backward

    def balance(y):
        r = net(y)
        return r[0] - r[1] - 2 * r[2]

    r = net(brentq(balance, -60, 60, xtol=1e-14))
    return r[0] + r[1]


def measured_exchange(dG, k, slopes=half, u=0.004):
    """Exchange current density from the slope of the current at zero drive."""
    return (steady_current(dG, u, k, slopes) - steady_current(dG, -u, k, slopes)) / (2 * u)


def network_exchange(V, H, T):
    return 4 * (V * H + T * (V + H)) / (V + H + 4 * T)


def peak_position(function, low=-0.2, high=0.25):
    found = minimize_scalar(lambda x: -np.log(function(x)), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-7})
    return found.x


def equilibrium_rates(dG, k=unit, slopes=half):
    cov, vac = lattice_coverage(dG)
    return step_rates(dG, 0.0, cov, vac, k, slopes)


# Langmuir coverage, detailed balance, closed rate laws and peaks of single steps
for a in (0.3, 0.5, 0.6):
    for dG in (-0.25, -0.06, 0.0, 0.11, 0.3):
        K = np.exp(-dG / kT)
        assert np.isclose(lattice_coverage(dG)[0], K / (1 + K), rtol=1e-10)
        forward, backward = equilibrium_rates(dG, slopes=(a, a, a))
        assert np.allclose(forward, backward, rtol=1e-9)
        law = [K**a / (1 + K), K**(1 - a) / (1 + K), K**(2 - 2 * a) / (1 + K)**2]
        assert np.allclose(forward, law, rtol=1e-9)
    shift = -kT * np.log(a / (1 - a))
    for step, expected in enumerate((shift, -shift, -shift)):
        place = peak_position(lambda x: equilibrium_rates(x, slopes=(a, a, a))[0][step])
        assert abs(place - expected) < 1e-5
        best_cov = a if step == 0 else 1 - a
        assert abs(lattice_coverage(place)[0] - best_cov) < 1e-3

# Tails and width of the symmetric volcano
decade = 2 * kT * np.log(10)
for sign in (-1, 1):
    near = equilibrium_rates(sign * 0.4)[0]
    far = equilibrium_rates(sign * (0.4 + decade))[0]
    assert np.allclose(near / far, [10, 10, 100], rtol=1e-4)
width = 4 * kT * np.arccosh(2)
top = equilibrium_rates(0.0)[0][0]
edges = [brentq(lambda x: equilibrium_rates(x)[0][0] - top / 2, *span)
         for span in ((-0.3, 0.0), (0.0, 0.3))]
assert abs(edges[1] - edges[0] - width) < 1e-8

# Overall exchange current: formula against the nonlinear steady state
for k in (prefactors, prefactors * [1, 1e-3, 1], prefactors * [1, 1, 1e-4],
          prefactors * [1e-2, 1, 1]):
    for dG in (-0.3, -0.1, 0.0, 0.05, 0.2):
        predicted = network_exchange(*equilibrium_rates(dG, k)[0])
        assert np.isclose(measured_exchange(dG, k), predicted, rtol=1e-4)
    assert abs(peak_position(lambda x: measured_exchange(x, k))) < 1e-4

# The overall exchange current never falls when a step becomes faster
V, H, T = sp.symbols("V H T", positive=True)
D = V + H + 4 * T
squares = [((2 * H + 4 * T) / D)**2, ((2 * V + 4 * T) / D)**2, (2 * (V - H) / D)**2]
for symbol, square in zip((V, H, T), squares):
    assert sp.simplify(sp.diff(network_exchange(V, H, T), symbol) - square) == 0

# Unequal slopes: only the Volmer slope is changed
single_shift = -kT * np.log(0.6 / 0.4)
overall_shift = peak_position(lambda x: measured_exchange(x, prefactors, (0.6, 0.5, 0.5)))
assert single_shift < overall_shift < -1e-3

# Curved barrier from two equal crossing parabolas
stiffness = 4 * barriers[0]


def crossing_barrier(dG):
    q = brentq(lambda z: stiffness * z**2 - stiffness * (z - 1)**2 - dG, -2, 3)
    return stiffness * q**2


for dG in (-0.3, 0.1, 0.3):
    closed = stiffness / 4 + dG / 2 + dG**2 / (4 * stiffness)
    assert abs(crossing_barrier(dG) - closed) < 1e-9
curved_peak = peak_position(
    lambda x: lattice_coverage(x)[1] * np.exp(-(crossing_barrier(x) - barriers[0]) / kT))
assert abs(curved_peak) < 1e-4
curvature_factor = np.exp(-(crossing_barrier(0.3) - barriers[0] - 0.15) / kT)

# Lateral repulsion: coverage from the minimum of the mean-field grand potential
repulsion = 0.25


def repelled_state(dG0):
    def potential(c):
        mixing = c * np.log(c) + (1 - c) * np.log(1 - c)
        return (dG0 * c + repulsion * c**2 / 2) / kT + mixing
    cov = minimize_scalar(potential, bounds=(1e-9, 1 - 1e-9), method="bounded",
                          options={"xatol": 1e-10}).x
    return cov, (1 - cov) * np.exp(-0.5 * (dG0 + repulsion * cov) / kT)


repelled_peak = peak_position(lambda x: repelled_state(x)[1], -0.3, 0.05)
assert abs(repelled_peak + repulsion / 2) < 2e-3
assert abs(repelled_state(-repulsion / 2)[1] - 0.5) < 1e-5
repelled_ratio = repelled_state(0.0)[1] / repelled_state(-repulsion / 2)[1]

# Tunnelling through a parabolic barrier top
wavenumber = 1000.0
quantum = const.h * const.c * 100 * wavenumber / (const.k * temperature)
tunnelling = (quantum / 2) / np.sin(quantum / 2)
integral = quad(lambda x: np.exp(-x) / (1 + np.exp(-2 * np.pi * x / quantum)),
                -barriers[0] / kT, 50, limit=200)[0]
# the integral stops at the bottom of the barrier, the closed form does not
assert np.isclose(integral, tunnelling, rtol=2e-3)

# Diffusion of dissolved hydrogen through the liquid boundary layer
diffusivity, solubility, layer_um = 5e-5, 8e-7, 10.0
faraday = const.e * const.N_A
limit_current = 1e3 * 2 * faraday * diffusivity * solubility / (layer_um * 1e-4)


def current_with_diffusion(u):
    gas = brentq(lambda s: s - 1 - steady_current(0.0, u, prefactors, gas=s) / limit_current,
                 0.9, 1.1, xtol=1e-14)
    return steady_current(0.0, u, prefactors, gas=gas)


peak_rates = equilibrium_rates(0.0, prefactors)[0]
peak_exchange = network_exchange(*peak_rates)
apparent = 1 / (1 / peak_exchange + 1 / (2 * limit_current))
numerical = (current_with_diffusion(0.004) - current_with_diffusion(-0.004)) / 0.008
assert np.isclose(numerical, apparent, rtol=1e-4)

# Best adsorption free energy under load
load = 0.05
loaded = lambda x: steady_current(x, load / kT, prefactors)
loaded_peak = peak_position(loaded, -0.3, 0.3)
grid = np.linspace(-0.3, 0.3, 61)
assert abs(grid[np.argmax([loaded(x) for x in grid])] - loaded_peak) < 0.0101
loaded_gain = loaded(loaded_peak) / loaded(0.0)


# Entropy of hydrogen gas and of the adsorbed atom, in units of kB
def level_entropy(levels, weights):
    """Levels are given in units of kB*temperature."""
    boltzmann = weights * np.exp(-levels)
    return np.log(boltzmann.sum()) + (levels * boltzmann).sum() / boltzmann.sum()


atom_mass = const.m_p + const.m_e
bond_nm = 0.074
inertia = atom_mass / 2 * (bond_nm * 1e-9)**2
rot = const.hbar**2 / (2 * inertia * const.k * temperature)
J = np.arange(40)
spin_weight = np.where(J % 2 == 0, 1, 3)
s_rot = level_entropy(rot * J * (J + 1), spin_weight * (2 * J + 1)) - np.log(4)
assert abs(s_rot - (1 - np.log(2 * rot))) < 0.02
thermal = (2 * np.pi * 2 * atom_mass * const.k * temperature / const.h**2)**1.5
s_trans = np.log(thermal * const.k * temperature / 1e5) + 2.5
tabulated = (const.value("Sackur-Tetrode constant (1 K, 100 kPa)")
             + 1.5 * np.log(2 * atom_mass / const.atomic_mass) + 2.5 * np.log(temperature))
assert abs(s_trans - tabulated) < 1e-6
s_vib = level_entropy(quantum * np.arange(60), np.ones(60))
assert abs(s_vib - (quantum / np.expm1(quantum) - np.log(-np.expm1(-quantum)))) < 1e-10
gas_term = kT * (s_trans + s_rot) / 2
adsorbed_term = 3 * kT * s_vib
enthalpy_at_peak = adsorbed_term - gas_term

print(f"temperature: {temperature:.2f} K")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"site density: {site_density:.2e} 1/cm2")
print(f"attempt current density: {attempt_current:.3e} mA/cm2")
for name, barrier, k in zip(("Volmer", "Heyrovsky", "Tafel"), barriers, prefactors):
    print(f"{name}: intrinsic barrier {barrier:.2f} eV, prefactor {k:.4f} mA/cm2")
print("columns: dG (eV), coverage, V, H, T, i_ex (mA/cm2)")
for dG in (-0.3, -0.2, -0.1, 0.0, 0.1, 0.2, 0.3):
    r = equilibrium_rates(dG, prefactors)[0]
    print(f"{dG:+.1f}  {lattice_coverage(dG)[0]:.4e}  {r[0]:.4e}  {r[1]:.4e}"
          f"  {r[2]:.4e}  {network_exchange(*r):.4e}")
print(f"i_ex at dG = 0 from the nonlinear steady state: "
      f"{measured_exchange(0.0, prefactors):.4f} mA/cm2")
print(f"numerical peak of i_ex, distance from zero below 1e-4 eV: "
      f"{abs(peak_position(lambda x: measured_exchange(x, prefactors))) < 1e-4}")
print(f"tail of V and H, energy per decade: {decade:.4f} eV")
print(f"tail of T, energy per decade: {decade / 2:.4f} eV")
print(f"full width of V at half height: {width:.4f} eV")
print(f"Volmer slope 0.6, peak of V: {single_shift:.4f} eV")
print(f"Volmer slope 0.6, peak of i_ex: {overall_shift:.4f} eV")
print(f"parabola parameter lambda: {stiffness:.2f} eV")
print(f"barrier curvature, factor on V at 0.3 eV: {curvature_factor:.3f}")
print(f"lateral repulsion at full coverage (rough): {repulsion:.2f} eV")
print(f"repulsion, peak in zero-coverage free energy: {repelled_peak:.3f} eV")
print(f"repulsion, coverage at zero-coverage free energy 0: {repelled_state(0.0)[0]:.3f}")
print(f"repulsion, V there relative to its peak: {repelled_ratio:.3f}")
print(f"barrier scatter of 0.05 eV, factor on a rate: {np.exp(0.05 / kT):.2f}")
print(f"barrier-top and vibration wavenumber (rough): {wavenumber:.0f} 1/cm")
print(f"tunnelling factor: {tunnelling:.2f}")
print(f"H2 diffusivity (rough): {diffusivity:.1e} cm2/s")
print(f"H2 solubility (rough): {solubility:.1e} mol/cm3")
print(f"boundary layer: {layer_um:.0f} um")
print(f"H2 diffusion-limited current density: {limit_current:.2f} mA/cm2")
print(f"apparent i_ex at dG = 0 with diffusion: {apparent:.4f} mA/cm2")
print(f"overpotential of the loaded case: {-1000 * load:.0f} mV")
print(f"best dG under load: {loaded_peak:.4f} eV")
print(f"current at best dG relative to dG = 0 under load: {loaded_gain:.4f}")
print(f"H2 bond length (rough): {bond_nm:.3f} nm")
print(f"half of T*S of H2 gas at 1 bar: {gas_term:.4f} eV")
print(f"T*S of adsorbed H, three vibrations: {adsorbed_term:.4f} eV")
print(f"adsorption enthalpy when dG = 0: {enthalpy_at_peak:.4f} eV")
print("all tests passed")
```

Printed output:

```
temperature: 298.15 K
thermal energy kT: 0.02569 eV
site density: 1.50e+15 1/cm2
attempt current density: 1.493e+12 mA/cm2
Volmer: intrinsic barrier 0.70 eV, prefactor 2.1959 mA/cm2
Heyrovsky: intrinsic barrier 0.75 eV, prefactor 0.3136 mA/cm2
Tafel: intrinsic barrier 0.70 eV, prefactor 2.1959 mA/cm2
columns: dG (eV), coverage, V, H, T, i_ex (mA/cm2)
-0.3  9.9999e-01  6.3986e-03  9.1393e-04  1.8645e-05  3.2403e-03
-0.2  9.9958e-01  4.4780e-02  6.3960e-03  9.1317e-04  2.4304e-02
-0.1  9.8001e-01  3.0738e-01  4.3903e-02  4.3025e-02  2.1864e-01
+0.0  5.0000e-01  1.0980e+00  1.5682e-01  5.4898e-01  9.9810e-01
+0.1  1.9993e-02  3.0738e-01  4.3903e-02  4.3025e-02  2.1864e-01
+0.2  4.1603e-04  4.4780e-02  6.3960e-03  9.1317e-04  2.4304e-02
+0.3  8.4908e-06  6.3986e-03  9.1393e-04  1.8645e-05  3.2403e-03
i_ex at dG = 0 from the nonlinear steady state: 0.9981 mA/cm2
numerical peak of i_ex, distance from zero below 1e-4 eV: True
tail of V and H, energy per decade: 0.1183 eV
tail of T, energy per decade: 0.0592 eV
full width of V at half height: 0.1353 eV
Volmer slope 0.6, peak of V: -0.0104 eV
Volmer slope 0.6, peak of i_ex: -0.0051 eV
parabola parameter lambda: 2.80 eV
barrier curvature, factor on V at 0.3 eV: 0.731
lateral repulsion at full coverage (rough): 0.25 eV
repulsion, peak in zero-coverage free energy: -0.125 eV
repulsion, coverage at zero-coverage free energy 0: 0.166
repulsion, V there relative to its peak: 0.744
barrier scatter of 0.05 eV, factor on a rate: 7.00
barrier-top and vibration wavenumber (rough): 1000 1/cm
tunnelling factor: 3.62
H2 diffusivity (rough): 5.0e-05 cm2/s
H2 solubility (rough): 8.0e-07 mol/cm3
boundary layer: 10 um
H2 diffusion-limited current density: 7.72 mA/cm2
apparent i_ex at dG = 0 with diffusion: 0.9375 mA/cm2
overpotential of the loaded case: -50 mV
best dG under load: 0.0135 eV
current at best dG relative to dG = 0 under load: 1.0411
H2 bond length (rough): 0.074 nm
half of T*S of H2 gas at 1 bar: 0.2014 eV
T*S of adsorbed H, three vibrations: 0.0036 eV
adsorption enthalpy when dG = 0: -0.1978 eV
all tests passed
```
